# Polarized Raman Backscattering from Silicon (001), (110) and (111) Faces

## Problem

A linearly polarized laser beam meets a flat silicon crystal at normal incidence. Light scattered straight back is collected through an analyser. The primitive cell holds two atoms, one on each sublattice, A and B. Its zone-centre optical vibration is a triply degenerate mode of symmetry \(T_{2g}\), in which the two sublattices move against each other.

Let \(\mathbf n\) be the unit surface normal, and let \(\mathbf e\) and \(\mathbf s\) be the real unit polarization vectors of the incident and the detected light. The incident polarization makes an angle \(\theta\) with the first in-plane axis \(\mathbf p_1\), measured towards the second axis \(\mathbf p_2\):

- (001) face: \(\mathbf p_1\parallel[100]\), \(\mathbf p_2\parallel[010]\);
- (110) face: \(\mathbf p_1\parallel[001]\), \(\mathbf p_2\parallel[1\bar10]\);
- (111) face: \(\mathbf p_1\parallel[1\bar10]\), \(\mathbf p_2\parallel[11\bar2]\).

In the parallel setting \(\mathbf s=\mathbf e\). In the crossed setting \(\mathbf s\) lies in the face, perpendicular to \(\mathbf e\).

(a) Derive the form of the three Raman tensors from the crystal symmetry, and show on a simple model how their common constant arises.

(b) Find the one-phonon intensity as a function of \(\theta\) for each face and both settings, divided into longitudinal (LO) and transverse (TO) parts.

(c) Which geometries isolate LO or TO motion, and can unstrained silicon show the two as separate lines?

Assume an unstrained crystal, cubic optical properties, a small collection aperture and a Raman tensor independent of the phonon wavevector. Drop factors common to all geometries.

## Solution

### (a) The Raman tensors

Let \(\mathbf w=\mathbf u_B-\mathbf u_A\) be the relative displacement of the sublattices. To first order it changes the electronic polarizability by

\[
\delta\alpha_{ij}=\sum_k T_{ijk}w_k ,
\]

where the indices refer to the cubic axes \(x,y,z\). The coefficients \(T_{ijk}\) must be unchanged by every symmetry operation of the crystal.

Take first the operations that leave an atomic site fixed. They form the tetrahedral group, do not exchange the sublattices, and transform \(\mathbf w\) as an ordinary vector. A half turn about \(z\) reverses \(x\) and \(y\), so it multiplies \(T_{ijk}\) by \((-1)^{N_x+N_y}\), where \(N_x\) is the number of indices equal to \(x\), and so on. A nonzero coefficient needs \(N_x+N_y\) even. Since \(N_x+N_y+N_z=3\), \(N_z\) is then odd. Half turns about \(x\) and \(y\) likewise require \(N_x\) and \(N_y\) to be odd. Hence \(N_x=N_y=N_z=1\): the three indices are all different.

Six coefficients remain. Threefold rotations about \([111]\) permute \(x,y,z\) cyclically, and the mirror that exchanges \(x\) and \(y\) connects the two cyclic orders. All six therefore equal one constant \(d\). With \(R^{(k)}_{ij}=T_{ijk}\),

\[
R^{(x)}=d\begin{pmatrix}0&0&0\\0&0&1\\0&1&0\end{pmatrix},\quad
R^{(y)}=d\begin{pmatrix}0&0&1\\0&0&0\\1&0&0\end{pmatrix},\quad
R^{(z)}=d\begin{pmatrix}0&1&0\\1&0&0\\0&0&0\end{pmatrix}.
\]

The other operations contain inversion about a bond midpoint. This inversion reverses each displacement and exchanges the sublattices, so the new relative displacement is \((-\mathbf u_A)-(-\mathbf u_B)=\mathbf w\). The mode is even. The polarizability is even too, so inversion adds no restriction on \(T_{ijk}\). An electric dipole, in contrast, is odd. A linear relation between dipole and \(\mathbf w\) must therefore vanish, which matters in part (c).

**A model for \(d\).** Symmetry leaves the value of \(d\) open. Suppose that each bond, of length \(r\) and unit direction \(\mathbf b\) from A to B, has polarizability \(\alpha_l(r)\) along itself and \(\alpha_t(r)\) across itself. With \(g=\alpha_l-\alpha_t\), the polarizability per primitive cell is

\[
\alpha_{ij}=\sum_{\mathbf b}\left[\alpha_t\delta_{ij}+g\,b_ib_j\right].
\]

The four directions are \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\), each divided by \(\sqrt3\). Moving B by \(\mathbf w\) changes a bond by

\[
\delta r=\mathbf b\cdot\mathbf w,\qquad
\delta\mathbf b=\frac{\mathbf w-\mathbf b(\mathbf b\cdot\mathbf w)}{r}.
\]

The product rule gives, with primes for derivatives with respect to \(r\),

\[
\delta\alpha_{ij}=\sum_{\mathbf b}\left[(\mathbf b\cdot\mathbf w)(\alpha_t'\delta_{ij}+g'b_ib_j)
+\frac gr\left(w_ib_j+b_iw_j-2(\mathbf b\cdot\mathbf w)b_ib_j\right)\right].
\]

Terms with a single factor of \(\mathbf b\) vanish because \(\sum\mathbf b=0\). In \(\sum b_ib_jb_k\), two equal indices give \(b_i^2=1/3\) times a vanishing single sum. For three different indices every bond contributes \(+1/(3\sqrt3)\), so the sum is \(4/(3\sqrt3)\). Therefore

\[
d=\frac{4}{3\sqrt3}\left(g'-\frac{2g}{r}\right).
\]

The first term comes from stretching the bonds and the second from turning them.

For a numerical case, take round model values, not silicon data: \(r=4.4\) bohr, \(\alpha_l=20\) bohr³ varying as \(r^3\), and \(\alpha_t=8\) bohr³ varying as \(r\). Then \(g=12\) bohr³ and \(g'=(3\cdot20-8)/4.4=11.82\) bohr², so

\[
d=0.7698\,(11.82-5.45)\ \text{bohr}^2=4.90\ \text{bohr}^2 .
\]

Numerical differentiation of the model polarizability gives the same value. The numerical check computes the intensities from these derivatives and tests the angular laws below against them.

### (b) Intensities

**General formula.** The incident field induces a dipole proportional to \(\delta\alpha\,\mathbf e\), and the analyser selects its component along \(\mathbf s\). The scattered amplitude is thus proportional to

\[
\mathbf s\cdot\delta\alpha\,\mathbf e=d\,\mathbf v\cdot\mathbf w,\qquad
\mathbf v=\begin{pmatrix}e_ys_z+e_zs_y\\ e_zs_x+e_xs_z\\ e_xs_y+e_ys_x\end{pmatrix}.
\]

The three degenerate vibrations are independent and have equal mean-square amplitude, so \(\langle w_kw_l\rangle=W\delta_{kl}\). Averaging the squared amplitude gives \(|d|^2W|\mathbf v|^2\). The factor \(W\), which contains the thermal population, is common to all geometries and is dropped. In units of \(|d|^2\),

\[
I=|\mathbf v|^2 .
\]

This is a sum of intensities over the modes, and the length of \(\mathbf v\) does not depend on which orthonormal set of modes is chosen.

Light enters and leaves along \(\mathbf n\), so the phonon wavevector \(\mathbf q\) is parallel to \(\mathbf n\). The LO part comes from displacement along \(\mathbf n\), the TO part from displacement in the face:

\[
I_{LO}=(\mathbf v\cdot\mathbf n)^2,\qquad I_{TO}=|\mathbf v|^2-(\mathbf v\cdot\mathbf n)^2 .
\]

A second form of the total is useful. Expanding the three squares,

\[
|\mathbf v|^2=\sum_{i\ne j}e_i^2s_j^2+2\sum_{i<j}e_is_ie_js_j .
\]

Let \(Q=\sum_ie_i^2s_i^2\). Since \(\mathbf e\) and \(\mathbf s\) are unit vectors, the first sum is \(1-Q\). The second term is \((\mathbf e\cdot\mathbf s)^2-Q\). Hence

\[
I=1+(\mathbf e\cdot\mathbf s)^2-2\sum_i e_i^2s_i^2 .
\]

Below, \(S=\sin\theta\) and \(C=\cos\theta\). The crossed analyser direction is \(\mathbf s=-S\mathbf p_1+C\mathbf p_2\); reversing its sign changes no intensity.

**The (001) face.** Here \(\mathbf n=(0,0,1)\) and \(\mathbf e=(C,S,0)\). For the parallel setting,

\[
\mathbf v=(0,0,2SC)=(0,0,\sin2\theta).
\]

For the crossed setting \(\mathbf s=(-S,C,0)\), and

\[
\mathbf v=(0,0,C^2-S^2)=(0,0,\cos2\theta).
\]

Both vectors lie along \(\mathbf n\). Therefore

\[
I_\parallel=\sin^22\theta,\qquad I_\perp=\cos^22\theta,\qquad\text{all LO}.
\]

The reason is visible in the tensors. Both polarizations lie in the \(xy\) plane, whereas \(R^{(x)}\) and \(R^{(y)}\) need one polarization component along \(z\). At \(30^\circ\) the parallel and crossed intensities are 0.75 and 0.25. Without an analyser their sum is 1 at every angle.

**The (110) face.** Now \(\mathbf n=(1,1,0)/\sqrt2\), and

\[
\mathbf e=C(0,0,1)+\frac{S}{\sqrt2}(1,-1,0)
=\left(\frac S{\sqrt2},-\frac S{\sqrt2},C\right).
\]

For the parallel setting,

\[
\mathbf v=(2e_ye_z,\,2e_ze_x,\,2e_xe_y)=(-\sqrt2SC,\ \sqrt2SC,\ -S^2).
\]

The first two components cancel in \(\mathbf v\cdot\mathbf n\), so the LO part vanishes. The squared length is

\[
I_\parallel=2S^2C^2+2S^2C^2+S^4=\sin^22\theta+\sin^4\theta .
\]

For the crossed setting \(\mathbf s=(C/\sqrt2,-C/\sqrt2,-S)\). The components of \(\mathbf v\) are

\[
\begin{aligned}
v_x&=e_ys_z+e_zs_y=\frac{S^2-C^2}{\sqrt2}=-\frac{\cos2\theta}{\sqrt2},\\
v_y&=e_zs_x+e_xs_z=\frac{C^2-S^2}{\sqrt2}=\frac{\cos2\theta}{\sqrt2},\\
v_z&=e_xs_y+e_ys_x=-\frac{SC}2-\frac{SC}2=-SC .
\end{aligned}
\]

Again \(\mathbf v\cdot\mathbf n=0\). Since \(S^2C^2=\tfrac14\sin^22\theta\),

\[
I_\perp=\cos^22\theta+\tfrac14\sin^22\theta,\qquad\text{all TO in both settings}.
\]

At \(30^\circ\) the parallel intensity is \(0.75+0.0625=0.8125\), and the crossed intensity is \(0.25+0.1875=0.4375\).

The parallel signal vanishes at \(\theta=0\), where both polarizations lie along the cubic axis [001] and none of the tensors has a diagonal element. To find its maximum, put \(t=S^2\). Then

\[
I_\parallel=4t(1-t)+t^2=4t-3t^2,\qquad \frac{dI_\parallel}{dt}=4-6t .
\]

The second derivative is negative, so \(t=2/3\) gives the maximum, \(I_\parallel=4/3\), at \(\theta=54.74^\circ\). There \(\mathbf e=(1,-1,1)/\sqrt3\) lies along a body diagonal, that is, along a bond axis. No other parallel geometry exceeds this value: in general \(I_\parallel=2-2\sum e_i^4\), and \(\sum e_i^4\ge1/3\) for a unit vector.

Without an analyser the total is

\[
\begin{aligned}
I_\parallel+I_\perp&=4S^2C^2+S^4+(1-4S^2C^2)+S^2C^2\\
&=1+S^2(S^2+C^2)=1+\sin^2\theta .
\end{aligned}
\]

It doubles as the incident polarization turns from [001] to \([1\bar10]\). On this face the signal depends on the crystal orientation even with no analyser.

**The (111) face.** Here \(\mathbf n=(1,1,1)/\sqrt3\). Both polarizations are perpendicular to \(\mathbf n\), so \(\sum_ie_i=\sum_is_i=0\). The LO amplitude follows without choosing an angle. Each product \(e_is_j\) with \(i\ne j\) occurs once in \(v_x+v_y+v_z\), so

\[
\mathbf v\cdot\mathbf n=\frac1{\sqrt3}\sum_{i\ne j}e_is_j
=\frac1{\sqrt3}\left[\Big(\sum_ie_i\Big)\Big(\sum_js_j\Big)-\mathbf e\cdot\mathbf s\right]
=-\frac{\mathbf e\cdot\mathbf s}{\sqrt3}.
\]

Hence \(I_{LO}=1/3\) in the parallel setting and 0 in the crossed setting.

The totals need \(\sum e_i^4\). Squaring \(\sum e_i=0\) and using \(\sum e_i^2=1\) gives \(\sum_{i<j}e_ie_j=-1/2\). Squaring this result gives

\[
\frac14=\sum_{i<j}e_i^2e_j^2+2e_xe_ye_z\sum_ie_i=\sum_{i<j}e_i^2e_j^2 .
\]

Therefore

\[
\sum_ie_i^4=\Big(\sum_ie_i^2\Big)^2-2\sum_{i<j}e_i^2e_j^2=1-\frac12=\frac12 .
\]

The parallel total is \(2-2\cdot\tfrac12=1\), which leaves \(I_{TO}=2/3\).

In the crossed setting \(\mathbf e,\mathbf s,\mathbf n\) form an orthonormal set. Completeness gives \(e_i^2+s_i^2+\tfrac13=1\) for each \(i\), so \(s_i^2=\tfrac23-e_i^2\) and

\[
\sum_ie_i^2s_i^2=\frac23-\frac12=\frac16 .
\]

The crossed total is \(1-\tfrac13=\tfrac23\), all of it TO. Collecting the parts,

\[
I_\parallel=\underbrace{\tfrac13}_{LO}+\underbrace{\tfrac23}_{TO}=1,\qquad
I_\perp=\underbrace{\tfrac23}_{TO} .
\]

None of these values depends on \(\theta\). Without an analyser the intensity is \(5/3\).

### (c) What LO and TO mean in the measurement

The selection rules are:

| Face | Parallel | Crossed |
|---|---|---|
| (001) | LO | LO |
| (110) | TO | TO |
| (111) | LO and TO, 1:2 | TO |

An entry names the displacement that can contribute; at particular angles the intensity may still vanish. The (001) face isolates LO motion, and the (110) face isolates TO motion, as does the crossed setting on (111). On (111) the LO part can be obtained by subtraction: both settings contain the same TO intensity \(2/3\), so \(I_\parallel-I_\perp=1/3\) is the LO part.

These labels do not imply two peaks. In a polar crystal, a longitudinal vibration creates a macroscopic electric field through its dipole, and the field changes its frequency. Part (a) showed that this linear dipole is zero in silicon. The LO and TO frequencies therefore meet as \(q\to0\).

**How small is the difference at the wavevector of the experiment?** The phonon frequency is small compared with that of the light, so the incident and scattered wavevectors are nearly opposite and equal in length. For refractive index \(\eta\) and vacuum wavelength \(\lambda\), this gives \(q=4\pi\eta/\lambda\). With the round values \(\eta=4\) and \(\lambda=1000a\), where \(a\) is the lattice constant, \(qa=0.0503\).

A model with nearest-neighbour forces and equal masses \(M\) gives an estimate. Let each bond have the force matrix

\[
\Phi_{\mathbf b}=A\,\mathbf b\mathbf b^T+B(1-\mathbf b\mathbf b^T),
\]

with stretching constant \(A\) and transverse constant \(B\). Since \(\sum\mathbf b\mathbf b^T=\tfrac43\,1\), the total on-site matrix is \(F\,1\) with \(F=\tfrac43(A+2B)\). The equations of motion are

\[
(M\omega^2-F)\mathbf u_A=-D\mathbf u_B,\quad
(M\omega^2-F)\mathbf u_B=-D^\dagger\mathbf u_A,\quad
D=\sum_{\mathbf b}\Phi_{\mathbf b}e^{ir\mathbf q\cdot\mathbf b}.
\]

Eliminating \(\mathbf u_B\) gives \((M\omega^2-F)^2\mathbf u_A=DD^\dagger\mathbf u_A\). The optical branches take the positive root, \(M\omega^2=F+\sigma\), where \(\sigma^2\) is an eigenvalue of \(DD^\dagger\).

For \(\mathbf q\parallel z\), the bond length \(r=\sqrt3a/4\) gives phases \(\pm\varphi\) with \(\varphi=qa/4\), two bonds of each sign. Each diagonal element of \(\Phi_{\mathbf b}\) is \((A+2B)/3\), so each diagonal element of \(D\) is \(F\cos\varphi\). The product of the three bond components is positive, so \(b_xb_y\) equals \(+1/3\) for phase \(+\varphi\) and \(-1/3\) for phase \(-\varphi\). This gives

\[
D_{xy}=\frac{A-B}{3}\left(2e^{i\varphi}-2e^{-i\varphi}\right)=iK\sin\varphi,\qquad K=\frac43(A-B).
\]

The elements \(D_{xz}\) and \(D_{yz}\) cancel between the two bonds of equal phase. In \(DD^\dagger\) the cross terms of the \(xy\) block cancel, because its diagonal part is real and its off-diagonal part imaginary. Thus

\[
\sigma_{LO}=F\cos\varphi,\qquad \sigma_{TO}=\sqrt{F^2\cos^2\varphi+K^2\sin^2\varphi}.
\]

For small \(\varphi\), \(\sigma_{TO}-\sigma_{LO}\approx K^2\varphi^2/(2F)\), while \(M\omega^2\approx2F\). A small relative change of \(\omega\) is half that of \(\omega^2\), so to leading order

\[
\frac{\omega_{TO}-\omega_{LO}}{\omega_{LO}}\approx\frac{K^2\varphi^2}{8F^2}
=\frac{[(A-B)qa]^2}{128(A+2B)^2}.
\]

This fraction depends on the force constants only through the ratio \(B/A\), so their overall scale does not matter. Take the round values \(A=1.0\) and \(B=0.1\) hartree/bohr². They serve only to set \(B/A=0.1\) and are not silicon force constants: with the silicon mass, \(M\omega^2=2F\) would put the line above 1700 cm⁻¹. Then

\[
\frac{(0.9\times0.0503)^2}{128\times1.44}=1.11\times10^{-5}.
\]

Diagonalizing the model gives the same value, and \(1.85\times10^{-5}\) for the relative spread of the three optical frequencies along each of the other two normals. For a line near 500 cm⁻¹, a rough figure for silicon, such fractions mean about 0.01 cm⁻¹. This is an order-of-magnitude estimate from a model, and only the scale carries over to silicon. The transverse spring \(B\) is not invariant under a rigid rotation of the crystal, and bond-bending forces that reach second neighbours contribute at the same order \(q^2\). They can change the size of the splitting severalfold and, along [001], even its sign, so the model does not tell whether LO or TO lies higher in the real crystal. Two lines are resolved only if their separation is comparable with their width or larger. The finite lifetime of the phonon gives the silicon line a width of a few cm⁻¹ at room temperature, some hundreds of times the estimated splitting. The spectrum therefore shows one line, whose LO or TO character is inferred from the geometry.

**When the rules change.** Strain can lift the degeneracy and alter the modes. Then each resolved line must be calculated from its own modes instead of from the total. A single mode contributes \((\mathbf v\cdot\mathbf w)^2\) with unit \(\mathbf w\). Two modes that remain degenerate, as under uniaxial strain along [001], form one line, and its intensity is the sum of this expression over two orthonormal displacements. This keeps the tensors of the unstrained crystal, which is valid only to leading order for small strain, since strain also changes the tensors themselves. A wide aperture or a tilted beam tilts \(\mathbf q\) and can give the polarizations components along \(\mathbf n\). On (001) this admits TO amplitudes of first order in the tilt, and hence intensities of second order.

## Calculated quantities

```
symmetry operations: 48
independent Raman constants: 1
independent linear dipole constants: 0
model bond length: 4.4 bohr
model longitudinal bond polarizability: 20.0 bohr^3
model transverse bond polarizability: 8.0 bohr^3
power of bond length, longitudinal: 3
power of bond length, transverse: 1
d from finite differences: 4.8987 bohr^2
d from bond formula: 4.8987 bohr^2
Intensities in units of d^2; angle in degrees
(001) angle | par LO, par TO | cross LO, cross TO | sum
  0 | 0.0000 0.0000 | 1.0000 0.0000 | 1.0000
 15 | 0.2500 0.0000 | 0.7500 0.0000 | 1.0000
 30 | 0.7500 0.0000 | 0.2500 0.0000 | 1.0000
 45 | 1.0000 0.0000 | 0.0000 0.0000 | 1.0000
 60 | 0.7500 0.0000 | 0.2500 0.0000 | 1.0000
 75 | 0.2500 0.0000 | 0.7500 0.0000 | 1.0000
 90 | 0.0000 0.0000 | 1.0000 0.0000 | 1.0000
(110) angle | par LO, par TO | cross LO, cross TO | sum
  0 | 0.0000 0.0000 | 0.0000 1.0000 | 1.0000
 15 | 0.0000 0.2545 | 0.0000 0.8125 | 1.0670
 30 | 0.0000 0.8125 | 0.0000 0.4375 | 1.2500
 45 | 0.0000 1.2500 | 0.0000 0.2500 | 1.5000
 60 | 0.0000 1.3125 | 0.0000 0.4375 | 1.7500
 75 | 0.0000 1.1205 | 0.0000 0.8125 | 1.9330
 90 | 0.0000 1.0000 | 0.0000 1.0000 | 2.0000
(111) angle | par LO, par TO | cross LO, cross TO | sum
  0 | 0.3333 0.6667 | 0.0000 0.6667 | 1.6667
 15 | 0.3333 0.6667 | 0.0000 0.6667 | 1.6667
 30 | 0.3333 0.6667 | 0.0000 0.6667 | 1.6667
 45 | 0.3333 0.6667 | 0.0000 0.6667 | 1.6667
 60 | 0.3333 0.6667 | 0.0000 0.6667 | 1.6667
 75 | 0.3333 0.6667 | 0.0000 0.6667 | 1.6667
 90 | 0.3333 0.6667 | 0.0000 0.6667 | 1.6667
(110) parallel maximum: 1.3333 d^2
angle of this maximum from [001]: 54.74 degrees
force model, stretching constant A: 1.0 hartree/bohr^2
force model, transverse constant B: 0.1 hartree/bohr^2
refractive index: 4.0 (dimensionless)
vacuum wavelength: 1000 lattice constants
phonon wavevector times lattice constant: 0.05027 (dimensionless)
relative optical frequency spread, q along [001]: 1.110e-05
relative optical frequency spread, q along [110]: 1.851e-05
relative optical frequency spread, q along [111]: 1.851e-05
(TO-LO)/LO along [001], eigenvalues: 1.110e-05
(TO-LO)/LO along [001], formula: 1.110e-05
```
